# Path length and projected range for m = 1/2 scattering: verification in Python

```python
"""
Result under test: for elastic power-law scattering with m = 1/2,
    mean path length / mean projected range = 1 + mu/3 + O(mu^3),  mu = M2/M1,
where M1 is the ion mass and M2 the target-atom mass.
Cross section: dsigma = C E^(-1/2) T^(-3/2) dT, 0 < T < gamma E,
gamma = 4 M1 M2/(M1+M2)^2; E ion energy, T energy transfer, t = T/E.
theta: centre-of-mass angle, phi: laboratory deflection, w = sin(theta/2),
so that t = gamma w^2 and dsigma is proportional to dw/w^2.
Closed form for mu <= 1:
    (1+mu)(5+mu) arctan(sqrt(mu))/(4 sqrt(mu)) - (1+3 mu)/4.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

nodes, weights = np.polynomial.legendre.leggauss(60)
W = 0.5 * (nodes + 1.0)
DW = 0.5 * weights


def gamma_of(mu):
    return 4.0 * mu / (1.0 + mu) ** 2


def collision(mu, w):
    """Retained energy fraction and cos(phi) from adding velocities."""
    cos_theta = 1.0 - 2.0 * w**2
    speed2 = 1.0 + 2.0 * mu * cos_theta + mu**2
    return speed2 / (1.0 + mu) ** 2, (1.0 + mu * cos_theta) / np.sqrt(speed2)


def ratio_quadrature(mu, w_low=0.0, linear_cosine=False):
    w = w_low + (1.0 - w_low) * W
    kept, cos_phi = collision(mu, w)
    t = gamma_of(mu) * w**2
    if linear_cosine:
        cos_phi = 1.0 - mu * t / 2.0
    return np.sum(DW * (1.0 - cos_phi * kept) / t)


def ratio_closed(mu):
    root = np.sqrt(mu)
    return (1 + mu) * (5 + mu) * np.arctan(root) / (4 * root) - (1 + 3 * mu) / 4


# --- deflection cosine: exact and truncated forms against kinematics
for mu in (0.05, 0.3, 0.8):
    kept, cos_phi = collision(mu, W)
    t = gamma_of(mu) * W**2
    assert np.allclose(kept, 1 - t, atol=1e-13)
    assert np.allclose(cos_phi, (1 - (1 + mu) * t / 2) / np.sqrt(1 - t), atol=1e-12)
mu_small = 1e-3
_, cos_phi = collision(mu_small, W)
t = gamma_of(mu_small) * W**2
cos_error = np.max(np.abs(cos_phi - (1 - mu_small * t / 2 + t**2 / 8))) / mu_small**2
assert cos_error < 5 * mu_small      # remainder is of third order in mu

# --- slopes at small mass ratio, with and without the quadratic term
slope_full = (ratio_quadrature(mu_small) - 1) / mu_small
slope_linear = (ratio_quadrature(mu_small, linear_cosine=True) - 1) / mu_small
assert abs(slope_full - 1 / 3) < 1e-5
assert abs(slope_linear - 1 / 2) < 2e-3   # second-order terms remain here

# --- closed form and its series
for mu in (0.05, 0.23, 0.5, 0.9):
    assert abs(ratio_quadrature(mu) - ratio_closed(mu)) < 1e-8
q = sp.symbols("q", positive=True)        # q = sqrt(mu)
closed_symbolic = ((1 + q**2) * (5 + q**2) * sp.atan(q) / (4 * q)
                   - (1 + 3 * q**2) / 4)
series = sp.expand(sp.series(closed_symbolic, q, 0, 8).removeO())
assert sp.simplify(series - (1 + q**2 / 3 + sp.Rational(4, 105) * q**6)) == 0

# --- example inputs: antimony into pre-amorphised silicon (rough values)
Z1, Z2, M1, M2 = 51, 14, 121.8, 28.1
density = 50.0            # silicon atoms per nm^3
energy = 1.0e5            # eV
reduced_stop = 0.327      # usual constant for m = 1/2
cutoff_energy = 20.0      # eV, scale of atomic displacement
dose = 1.0                # ions per nm^2, equal to 1e14 per cm^2
mu = M2 / M1
gamma = gamma_of(mu)

# --- Monte Carlo of collision sequences; length unit is energy/stopping power
rng = np.random.default_rng(7)
n_ions = 40000
w_cut = np.sqrt(1e-3)     # softer collisions are left out on both sides
e = np.ones(n_ions)
cos_dir = np.ones(n_ions)
path = np.zeros(n_ions)
depth = np.zeros(n_ions)
went_back = np.zeros(n_ions, dtype=bool)
while e.mean() > 1e-4:
    step = rng.exponential(size=n_ions) * e * gamma / (1 / w_cut - 1)
    path += step
    depth += step * cos_dir
    went_back |= depth < 0
    w = 1 / (1 / w_cut - rng.random(n_ions) * (1 / w_cut - 1))
    kept, cos_phi = collision(mu, w)
    sines = np.sqrt(np.maximum(0, (1 - cos_dir**2) * (1 - cos_phi**2)))
    azimuth = 2 * np.pi * rng.random(n_ions)
    cos_dir = np.clip(cos_dir * cos_phi + sines * np.cos(azimuth), -1, 1)
    e *= kept
mc_ratio = path.mean() / depth.mean()
mc_error = np.std(path - mc_ratio * depth) / np.sqrt(n_ions) / depth.mean()
mc_path = path.mean() * (1 - w_cut)
mc_path_error = path.std() / np.sqrt(n_ions)
ratio_cut = ratio_quadrature(mu, w_low=w_cut)
assert abs(mc_ratio - ratio_cut) < 4 * mc_error + 2e-4   # 2e-4: unfinished tails
assert abs(mc_path - 1) < 4 * mc_path_error + 2e-4
assert abs(mc_ratio - (1 + mu / 2)) > 10 * mc_error

# --- stopping power and lengths of the example
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9            # eV nm
bohr = const.physical_constants["Bohr radius"][0] * 1e9            # nm
z_sum = Z1 ** (2 / 3) + Z2 ** (2 / 3)
screening = (9 * np.pi**2 / 128) ** (1 / 3) * bohr / np.sqrt(z_sum)
eps0 = energy * M2 / (M1 + M2) * screening / (Z1 * Z2 * coulomb)
stop_unit = 4 * np.pi * screening * Z1 * Z2 * coulomb * M1 / (M1 + M2)
stopping = density * stop_unit * reduced_stop                      # eV/nm
path_nm = energy / stopping
proj_rule = path_nm / (1 + mu / 3)
proj_closed = path_nm / ratio_closed(mu)
proj_linear = path_nm / (1 + mu / 2)

# --- electronic stopping (Lindhard-Scharff), proportional to ion speed
rest_energy = M1 * const.atomic_mass * const.c**2 / const.e
speed = np.sqrt(2 * energy / rest_energy) / const.alpha            # Bohr speeds
electronic = (Z1 ** (1 / 6) * 8 * np.pi * coulomb * bohr * Z1 * Z2
              / z_sum**1.5 * speed)                                # eV nm^2
k_el = electronic / stop_unit / np.sqrt(eps0)


def f_power(x):
    return reduced_stop + 0 * x


def f_thomas_fermi(x):
    lam = 1.309
    return lam * x ** (1 / 3) * (1 + (2 * lam * x ** (4 / 3)) ** (2 / 3)) ** (-1.5)


def nuclear_stop(f, eps):
    return np.sum(DW * f(eps * W))


def solve_transport(f, k):
    """Mean path and projected range (nm), and worst equation residual.
    Unknown functions are sums of powers of energy, fitted by least squares."""
    powers = np.arange(4, 13) / 6
    x = np.logspace(-6, 0, 90)
    kept, cos_phi = collision(mu, W)
    lengths, worst = [], 0.0
    for cosine in (np.ones_like(W), cos_phi):
        matrix = np.empty((x.size, powers.size))
        for i, xi in enumerate(x):
            eps = xi * eps0
            kernel = DW * f(eps * W) / (gamma * eps * W**2)
            for j, p in enumerate(powers):
                loss = np.sum(kernel * (1 - cosine * kept**p))
                matrix[i, j] = xi**p * (loss + k * p / np.sqrt(eps))
        coef = np.linalg.lstsq(matrix, np.ones(x.size), rcond=None)[0]
        worst = max(worst, np.max(np.abs(matrix @ coef - 1)))
        lengths.append(coef.sum() / (density * np.pi * screening**2 * gamma))
    return lengths[0], lengths[1], worst


check_path, check_proj, _ = solve_transport(f_power, 0.0)
assert abs(check_path / path_nm - 1) < 1e-5
assert abs(check_path / check_proj - ratio_closed(mu)) < 1e-5
tf_path, tf_proj, tf_res = solve_transport(f_thomas_fermi, 0.0)
el_path, el_proj, el_res = solve_transport(f_thomas_fermi, k_el)
assert max(tf_res, el_res) < 1e-2     # smooth trial functions, percent-level use
slowing = quad(lambda s: 1 / (nuclear_stop(f_thomas_fermi, s)
                              + k_el * np.sqrt(s)), 0, eps0)[0]
slowing_nm = slowing / (density * np.pi * screening**2 * gamma)
assert abs(slowing_nm / el_path - 1) < 0.10   # continuous loss is approximate

print(f"slope of R/Rp in mu, full cosine (mu=0.001): {slope_full:.5f}")
print(f"slope of R/Rp in mu, linear cosine only: {slope_linear:.5f}")
print("series of closed form, q = sqrt(mu):", series)
for m in (0.1, 0.5, 1.0):
    print(f"mu={m:.1f}: closed form {ratio_closed(m):.5f}, rule {1 + m / 3:.5f}")
print(f"ion: Z1={Z1}, M1={M1} u; target: Z2={Z2}, M2={M2} u")
print(f"ion energy: {energy / 1e3:.0f} keV")
print(f"target density: {density:.0f} atoms/nm^3")
print(f"mass ratio mu: {mu:.4f}")
print(f"largest energy-transfer fraction gamma: {gamma:.4f}")
print(f"largest single deflection: {np.degrees(np.arcsin(mu)):.1f} deg")
print(f"Coulomb constant e^2/(4 pi eps0): {coulomb:.4f} eV nm")
print(f"screening length: {screening:.5f} nm")
print(f"reduced energy: {eps0:.4f}")
print(f"constant reduced nuclear stopping: {reduced_stop}")
print(f"nuclear stopping power: {stopping:.0f} eV/nm")
print(f"mean path length R: {path_nm:.2f} nm")
print(f"ratio, rule 1+mu/3: {1 + mu / 3:.5f}")
print(f"ratio, closed form: {ratio_closed(mu):.5f}")
print(f"ratio, 1+mu/2 (quadratic term dropped): {1 + mu / 2:.5f}")
print(f"projected range, rule: {proj_rule:.2f} nm")
print(f"projected range, closed form: {proj_closed:.2f} nm")
print(f"projected range, quadratic term dropped: {proj_linear:.2f} nm")
print(f"Monte Carlo ions: {n_ions}")
print(f"Monte Carlo ratio: {mc_ratio:.4f} +- {mc_error:.4f}")
print(f"quadrature ratio with same soft cut-off: {ratio_cut:.4f}")
print(f"Monte Carlo R times S/E, cut-off corrected: {mc_path:.4f} "
      f"+- {mc_path_error:.4f}")
print(f"ions crossing surface plane backwards: {100 * went_back.mean():.3f} %")
for label, part in (("10 keV", 0.1), ("30 keV", 0.3), ("100 keV", 1.0)):
    value = nuclear_stop(f_thomas_fermi, part * eps0)
    print(f"Thomas-Fermi reduced nuclear stopping at {label}: {value:.3f}")
print(f"electronic stopping at full energy: {density * electronic:.0f} eV/nm")
print(f"electronic/nuclear (power law): {density * electronic / stopping:.3f}")
print(f"Thomas-Fermi, nuclear only: R {tf_path:.1f} nm, Rp {tf_proj:.1f} nm, "
      f"ratio {tf_path / tf_proj:.4f}")
print(f"Thomas-Fermi + electronic: R {el_path:.1f} nm, Rp {el_proj:.1f} nm, "
      f"ratio {el_path / el_proj:.4f}")
print(f"largest residual of these solutions: {max(tf_res, el_res):.1e}")
print(f"continuous slowing-down path, same forces: {slowing_nm:.1f} nm")
print(f"path left at {cutoff_energy:.0f} eV: {cutoff_energy / stopping:.3f} nm")
print(f"dose: {dose * 1e14:.0e} cm^-2")
print(f"Sb fraction, dose spread over Rp: {100 * dose / proj_rule / density:.3f} %")
print("all good")
```

It prints:

```
slope of R/Rp in mu, full cosine (mu=0.001): 0.33333
slope of R/Rp in mu, linear cosine only: 0.49933
series of closed form, q = sqrt(mu): 4*q**6/105 + q**2/3 + 1
mu=0.1: closed form 1.03337, rule 1.03333
mu=0.5: closed form 1.17024, rule 1.16667
mu=1.0: closed form 1.35619, rule 1.33333
ion: Z1=51, M1=121.8 u; target: Z2=14, M2=28.1 u
ion energy: 100 keV
target density: 50 atoms/nm^3
mass ratio mu: 0.2307
largest energy-transfer fraction gamma: 0.6093
largest single deflection: 13.3 deg
Coulomb constant e^2/(4 pi eps0): 1.4400 eV nm
screening length: 0.01059 nm
reduced energy: 0.1931
constant reduced nuclear stopping: 0.327
nuclear stopping power: 1818 eV/nm
mean path length R: 55.00 nm
ratio, rule 1+mu/3: 1.07690
ratio, closed form: 1.07731
ratio, 1+mu/2 (quadratic term dropped): 1.11535
projected range, rule: 51.07 nm
projected range, closed form: 51.05 nm
projected range, quadratic term dropped: 49.31 nm
Monte Carlo ions: 40000
Monte Carlo ratio: 1.0756 +- 0.0003
quadrature ratio with same soft cut-off: 1.0761
Monte Carlo R times S/E, cut-off corrected: 1.0019 +- 0.0018
ions crossing surface plane backwards: 0.000 %
Thomas-Fermi reduced nuclear stopping at 10 keV: 0.251
Thomas-Fermi reduced nuclear stopping at 30 keV: 0.334
Thomas-Fermi reduced nuclear stopping at 100 keV: 0.406
electronic stopping at full energy: 277 eV/nm
electronic/nuclear (power law): 0.152
Thomas-Fermi, nuclear only: R 54.1 nm, Rp 49.2 nm, ratio 1.0987
Thomas-Fermi + electronic: R 49.7 nm, Rp 45.5 nm, ratio 1.0930
largest residual of these solutions: 7.8e-07
continuous slowing-down path, same forces: 51.3 nm
path left at 20 eV: 0.011 nm
dose: 1e+14 cm^-2
Sb fraction, dose spread over Rp: 0.039 %
all good
```
